# Separating diffusion and generation in dark current with Jacobian singular values

## Result

A reverse-biased photodiode has dark current density $J$ at temperature $T$. With a reference temperature $T_0$, let $t=T/T_0$ and $z=T_0/T-1$, and take the model

$$J(T)=J_d\,t^{3}e^{-E_dz/kT_0}+J_g\,t^{3/2}e^{-E_gz/kT_0},\qquad J_d,J_g\ge 0,\quad E_d\ge E_g. \tag{1}$$

The first term is diffusion and the second generation. For given energies the amplitudes follow from a two-column nonnegative least-squares problem, so the search runs over two energies. At the solution, the Jacobian in $(\ln J_d,\ln J_g,E_d/kT_0,E_g/kT_0)$ shows whether the data separate the energies. If both terms carried the same power of $t$, its smallest singular value would obey, for $d=(E_d-E_g)/kT_0\to0$,

$$\sigma_4\simeq\frac{|d|^3}{12\,s}\,R\,\|P_2z^3\|,\qquad R=\frac{\phi_d\phi_g}{\sqrt{\phi_d^2+\phi_g^2}}. \tag{2}$$

Here $s$ is the relative current error, $\phi_d,\phi_g$ are the current fractions at $T_0$, and $P_2$ removes from a vector over the measured temperatures its part in the span of $1,z,z^2$. The cube shows how fast two terms with equal powers become indistinguishable as their energies approach each other.

## The two components

Let a neutral p-type layer have thickness $w$, doping $N$ and electron diffusivity $D$. Its equilibrium electron density is $n_0=n_i^2/N$, with $n_i$ the intrinsic density. At a reverse bias much larger than $kT/q$ the electron density at the depletion edge is close to zero, provided the field removes electrons much faster than the diffusion velocity $D/w$. An ohmic contact holds it at $n_0$ on the far side. If the diffusion length $L$ is much larger than $w$, recombination in the layer is negligible, the profile is linear, and

$$J_d=\frac{qDn_i^2}{Nw}. \tag{3}$$

Let the depletion layer be an undoped layer of width $W$ between doped layers. In it the Shockley–Read–Hall rate with equal electron and hole lifetimes $\tau$ and empty bands is

$$G=\frac{n_i^2}{\tau(n_1+p_1)}=\frac{n_i}{2\tau\cosh(\Delta/kT)},\qquad n_1=n_ie^{\Delta/kT},\quad p_1=n_ie^{-\Delta/kT}, \tag{4}$$

where $\Delta$ is the trap energy measured from midgap. If the bands are empty over the whole width, midgap traps give $J_g=qn_iW/\tau_g$ with $\tau_g=2\tau$. For $|\Delta|\gg kT$, $1/(2\cosh)$ becomes $e^{-|\Delta|/kT}$, so the offset adds to the activation energy.

The two effective densities of states give $n_i^2\propto T^3e^{-\mathcal E(T)/kT}$, where $\mathcal E$ is the gap. If the gap is linear, $\mathcal E(T)=\mathcal E(T_0)+\beta(T-T_0)$, then

$$\frac{\mathcal E(T)}{kT}=\frac{\mathcal E(T_0)-\beta T_0}{kT}+\frac{\beta}{k}. \tag{5}$$

The last term is constant and is absorbed in the amplitude. Hence $E_d=\mathcal E(T_0)-\beta T_0$, the gap extrapolated linearly to zero temperature, and not the gap at $T_0$. Since $n_i$ carries half this exponent, $E_g=E_d/2$ for midgap traps and $E_d/2+|\Delta|$ for distant ones. Diffusivity, doping, lifetimes and $\Delta$ are taken as independent of temperature.

## Eliminating the amplitudes

Let $J_i$ be the current measured at $T_i$, with independent relative errors of standard deviation $s\ll1$. Dividing by the measured current keeps the residual linear in the amplitudes $a=(J_d,J_g)^T$:

$$r=Ca-b,\qquad C_{ik}=\frac{t_i^{p_k}e^{-E_kz_i/kT_0}}{sJ_i},\qquad b_i=\frac1s, \tag{6}$$

with $p_d=3$ and $p_g=3/2$. Write $G=C^TC$ and $h=C^Tb$. The objective $\|r\|^2$ is convex in $a$. If the solution of $Ga=h$ has two positive entries, it is the constrained minimum. Otherwise the minimum lies on an edge, because an interior minimum would have to solve $Ga=h$. On the edge where column $k$ alone is used,

$$a_k=\frac{h_k}{G_{kk}},\qquad \|r\|^2=\|b\|^2-\frac{h_k^2}{G_{kk}}, \tag{7}$$

and $h_k>0$ because all entries of $C$ and $b$ are positive. The edge with the larger $h_k^2/G_{kk}$ wins.

For the energy search, let $C$ and $a$ now hold the active columns and amplitudes, and let $\partial$ be a derivative with respect to one energy. Then $\partial r=(\partial C)a+C\,\partial a$. Differentiating the condition $C^Tr=0$ gives

$$(\partial C)^Tr+C^T(\partial C)a+G\,\partial a=0. \tag{8}$$

Solving for $\partial a$ and inserting it, with $P_\perp=1-CG^{-1}C^T$,

$$\partial r=P_\perp(\partial C)a-CG^{-1}(\partial C)^Tr. \tag{9}$$

The second term is proportional to the residual and is dropped from the search Jacobian. The gradient does not suffer: $r^TC=0$ removes that term from $r^T\partial r$. This holds while the set of active columns does not change. The derivative needed is $\partial C_k/\partial E_k=-(z/kT_0)C_k$, row by row.

## Reading the singular values

Let $c_k=J_kC_k$ be the weighted component currents. The full Jacobian is

$$A=\big[\,c_d,\;c_g,\;-zc_d,\;-zc_g\,\big]=U\Sigma V^T. \tag{10}$$

The residual errors have unit variance, so in the linear regime the parameter covariance is $V\Sigma^{-2}V^T$. A combination $u^Tp$ of the parameters has variance

$$\operatorname{var}(u^Tp)=\sum_{j=1}^{4}\frac{(v_j^Tu)^2}{\sigma_j^2}. \tag{11}$$

The choice $u=(0,0,1,-1)$, multiplied by $kT_0$, gives the standard error of $E_d-E_g$. Along $v_4$ the uncertainty is $1/\sigma_4$, where one unit means a factor $e$ in an amplitude or $kT_0$ in an energy. Singular values depend on this choice of units; the standard errors from (11), converted to physical units, do not.

## Why the law is cubic

Take equal powers $p_d=p_g$ and weights from the noise-free current. Factors common to both components cancel, leaving

$$c_d=\frac{\phi_de^{-dz/2}}{sf},\quad c_g=\frac{\phi_ge^{dz/2}}{sf},\quad f=\phi_de^{-dz/2}+\phi_ge^{dz/2}. \tag{12}$$

At $d=0$ the four columns span only $1$ and $z$. Two parameter directions then have no effect: $n_1=(-1/\phi_d,1/\phi_g,0,0)$, which trades amplitude, and $n_2=(0,0,-1/\phi_d,1/\phi_g)$, which moves the energies apart. Each has length $1/R$. For small $d$,

$$An_2=-\frac{2z\sinh(dz/2)}{sf}\simeq-\frac{d\,z^2}{s}. \tag{13}$$

Other parameters can cancel the parts of $z^2$ along $1$ and $z$ at a cost of order $d$ in their values. Dividing the remainder by the length of $n_2$ gives $\sigma_3\simeq|d|R\|P_1z^2\|/s$, where $P_1$ removes $1$ and $z$. A step along $n_2$ changes the curvature of the Arrhenius plot, and $\sigma_3$ measures how strongly the data respond to it.

The image of $n_1$ is $dz/s$ to first order, which an energy shift can cancel. Take therefore $v=(-1/\phi_d,\,1/\phi_g,\,d/2\phi_d,\,d/2\phi_g)$. Its image is

$$Av=\frac{2\sinh(dz/2)-dz\cosh(dz/2)}{sf}. \tag{14}$$

With $x=dz/2$ the numerator is $(2x+x^3/3)-(2x+x^3)+\dots=-2x^3/3=-d^3z^3/12$ to leading order. The parts of $z^3$ along $1$ and $z$ are cancelled by changes of order $d^3$. The part along $z^2$ is cancelled by a step of order $d^2$ along $n_2$, whose image is itself of order $d$. These steps leave the length of $v$ at $1/R$ to leading order. A unit vector lying mainly in the other directions has an image of order $d$ or larger, so it cannot be the minimizer. What remains is (2).

Since $\sigma_4$ is the minimum of $\|Av\|/\|v\|$, (14) also gives an upper bound at any $d$ for equal powers:

$$\sigma_4\le \frac{R}{\sqrt{1+d^2/4}}\left\|\frac{2\sinh(dz/2)-dz\cosh(dz/2)}{sf}\right\|. \tag{15}$$

Two limits follow from (2). Halving every $z$ at fixed number of points lowers $\sigma_4$ eightfold. If one fraction, say $\phi_d$, tends to zero, $R\to\phi_d$ and the resolving power vanishes with the minor component.

With the unequal powers of (1), the ratio of diffusion to generation contains $t^{3/2}=(1+z)^{-3/2}=\exp(-\tfrac32z+\tfrac34z^2-\dots)$. The linear term acts like an extra separation of $1.5\,kT_0$, and the quadratic term prevents exact coincidence. The shift alone is only a first estimate: for the device below it overestimates $\sigma_4$ by about 20% at a separation of 0.05 eV. That extra information comes from the assumed prefactors, not from the energies.

## Pseudocode

```
input: T[i], J[i], relative error s, energy window
for each pair Ed > Eg on a coarse grid:
    solve for nonnegative amplitudes; record |r|^2
start from the best pair
refine (Eg, Ed - Eg >= 0) by bounded least squares:
    solve amplitudes; residual r = C a - b
    D_k = P_perp (dC/dE_k) a
    Jacobian columns: D_d + D_g, D_d
if an amplitude is zero:
    report one component; give no energy for the other
else:
    A = [c_d, c_g, -z c_d, -z c_g];  U, S, V = svd(A)
    report S, the last column of V, and errors from (11)
    flag if Ed - Eg < 3 * error(Ed - Eg)
```

The factor 3 is a convention. For $m$ temperatures and $M$ trial energies the scan costs of order $M^2m$ operations, mostly for the products of diffusion and generation columns. Each refinement step and the final decomposition cost of order $m$.

The decomposition should act on $A$ itself. Forming $A^TA$ squares the singular values, and a small $\sigma_4^2$ is then lost in rounding beside $\sigma_1^2$. The $2\times2$ amplitude equations have the same weakness when the columns are nearly parallel; a QR solution is then safer.

## Worked example: a germanium-on-silicon photodiode

The parameters are round values: $T_0=300$ K, $kT_0=25.85$ meV, $n_i=2\times10^{13}$ cm$^{-3}$, $D=50$ cm$^2$/s, $N=10^{17}$ cm$^{-3}$, $w=200$ nm, $W=500$ nm and $\tau_g=30$ ns. The gap is 0.66 eV at 300 K with slope $-0.40$ meV/K. Then

$$J_d=\frac{(1.602\times10^{-19})(4\times10^{26})(50)}{(10^{17})(2\times10^{-5})}\ \frac{\text{A}}{\text{cm}^2}=1.60\ \text{mA/cm}^2,$$

$$J_g=\frac{(1.602\times10^{-19})(2\times10^{13})(5\times10^{-5})}{3\times10^{-8}}\ \frac{\text{A}}{\text{cm}^2}=5.34\ \text{mA/cm}^2.$$

The energies are $E_d=0.66+300\times0.0004=0.78$ eV and, for midgap traps, $E_g=0.39$ eV. Diffusion supplies 0.5% of the current at 240 K, 23% at 300 K and 83% at 360 K, so each component dominates at one end.

Synthetic data at 13 temperatures, 240 to 360 K in steps of 10 K, were made by adding 1% Gaussian relative noise. In mA/cm$^2$ they are 0.08849, 0.19836, 0.43471, 0.88322, 1.78058, 3.55162, 6.83465, 13.746, 27.706, 57.023, 118.06, 248.09 and 521.37. The fit, with a 20 meV scan grid, gives

- $J_d=1.49$ mA/cm$^2$ with error 5%, and $J_g=5.40$ mA/cm$^2$ with error 1.6%;
- $E_d=0.794\pm0.008$ eV and $E_g=0.392\pm0.002$ eV;
- $\chi^2=\|r\|^2=6.5$ for $13-4=9$ degrees of freedom.

The singular values are 280, 141, 21.1 and 3.15. The weakest direction is $(-0.157,\,0.044,\,0.963,\,0.216)$: mostly $E_d$, with $J_d$ falling as $E_d$ rises. It alone contributes $0.963\times25.85/3.15=7.9$ meV to the error of $E_d$, practically all of it.

The next table varies the separation by moving $E_g$. It holds $E_d$, both 300 K amplitudes, the temperatures and the 1% error fixed, and uses noise-free currents.

| $E_d-E_g$ (eV) | $\sigma_4$, equal powers | $\sigma_4$, model (1) | error of $E_d-E_g$, model (1) (meV) |
|---|---|---|---|
| 0.39 | 2.8 | 3.2 | 6 |
| 0.20 | 0.97 | 1.3 | 15 |
| 0.10 | 0.26 | 0.46 | 39 |
| 0.05 | 0.055 | 0.17 | 106 |

At 0.10 eV the true separation is 2.6 standard errors, close to the threshold: noise-free data are flagged, but only about half of noisy data sets are; at 0.05 eV its error is twice the separation. In the last row the different prefactors triple $\sigma_4$, so there most of the apparent resolution rests on the assumed powers. The bound (15) lies 2.6 to 3 times above the equal-power values.

These rows have $d$ between 1.9 and 15, outside the limit of (2). At $d=0.02$ direct decomposition and (2) both give $\sigma_4=8.83\times10^{-8}$.

The 0.10 eV row has the activation energy of traps 0.29 eV from midgap. By (4), keeping $J_g$ unchanged would then require a lifetime $\tau$ of about 0.4 ps, so this case tests the fit and does not describe a realistic device. The 0.05 eV row is purely numerical: it would need a trap 0.34 eV from midgap, outside the 0.66 eV gap at 300 K. In 200 synthetic data sets for the 0.10 eV row, the central 68% of fitted $E_d$ runs from 0.736 to 0.833 eV, yet the mean $\chi^2$ is 8.9, as expected for nine degrees of freedom. A good fit therefore gives no warning. For midgap traps, 200 data sets give a scatter of 8.3 meV in $E_d$, against 7.8 meV from (11), so the linear covariance is adequate there.

An independent value of $E_d$ helps. With traps 0.29 eV from midgap, fixing $E_d$ lowers the error of $E_g$ from 12.2 to 2.4 meV. The fixed value must be right. In the linear regime the free variance of $E_g$ is the fixed variance plus $g^2$ times the variance of $E_d$, where $g$ is the shift of $E_g$ per unit shift of $E_d$. With the 51 meV error of $E_d$, $|g|=\sqrt{12.2^2-2.4^2}/51\approx0.23$, so a 10 meV mistake in $E_d$ moves $E_g$ by about 2 meV.

## Systematic errors and the real device

The model current at 300 K is 6.9 mA/cm$^2$. Germanium-on-silicon diodes at about 1 V reverse bias have dark current densities very roughly of order 10 mA/cm$^2$, with a wide spread set by defects and surfaces. One assumption that fails at such a bias is field-free emission from traps. A carrier raised thermally to an energy $\varepsilon$ below the band edge can tunnel through a triangular barrier of length $\varepsilon/qF$ in the field $F$. The WKB exponent, for mass $m$, is

$$B(\varepsilon)=\frac2\hbar\int_0^{\varepsilon/qF}\!\sqrt{2m(\varepsilon-qFx)}\,dx=\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3\hbar qF}. \tag{16}$$

Weighting each energy by its Boltzmann advantage multiplies the emission rate by $1+\Gamma$, with $\Gamma=\int_0^{y_m}e^{y-B(ykT)}dy$ and $y_mkT$ half the gap. Generation at a midgap trap grows by the same factor if electron and hole emission are enhanced equally, as assumed here; if only one is enhanced, the factor is $2(1+\Gamma)/(2+\Gamma)$. For 1 V bias plus 0.4 V built in across the undoped layer, the uniform field is $F=0.028$ MV/cm (an abrupt junction without this layer would have a much higher peak field); with a rough mass of 0.12 electron masses, quadrature gives $\Gamma=0.73$ at 240 K and 0.42 at 360 K.

Four neglected effects were added, one at a time, to noise-free midgap data, which were then refitted with (1):

| Added effect | shift of $E_d$ (meV) | shift of $E_g$ (meV) |
|---|---|---|
| trap-assisted tunnelling | −1 | −13 |
| $D\propto T^{-0.7}$ | −21 | 0 |
| gap curvature | +3 | −1 |
| constant leakage | −3 | −2 |

The curvature lowers the gap by $\tfrac12\kappa(T-T_0)^2$ with $\kappa=0.3$ µeV/K$^2$, and the leakage is 1 µA/cm$^2$. Tunnelling also raises the fitted $J_g$ by 53%. Its shift of $E_g$ depends on the assumed mass: $-19$ meV for 0.044 and $-8$ meV for 0.33 electron masses, and $-5$ meV for 0.12 if only one carrier is enhanced. The shift of $E_g$ by tunnelling is about 6 times its statistical error, and the shift of $E_d$ by the diffusivity about 3 times, yet every one of these refits has $\chi^2$ below 0.2. The diffusivity shift has a simple origin: a factor $T^{-0.7}$ has local activation energy $-0.7kT$, which is $-18$ to $-22$ meV between 300 and 360 K.

The table is not complete. If the lifetime is set by capture with a fixed cross-section, it falls as the thermal velocity rises, $\tau_g\propto T^{-1/2}$, and the fitted $E_g$ rises by about 11 meV. For traps that attract the emitted carrier by a Coulomb force, the field also lowers the emission barrier (the Poole–Frenkel effect), here by about 30 meV, which increases generation further.

Two idealizations of the component formulas also matter. Carriers from the doped layers spill into the ends of the depletion layer and suppress generation there. At bias $V$ and built-in voltage $V_b$, a uniform field confined to $W$ would leave the fraction $V/(V+V_b)$ of $W$ active; this overestimates the loss. Solving Poisson's equation with flat quasi-Fermi levels lowers $J_g$ by 20 to 30% at 1 V for dopings of $10^{17}$ to $10^{18}$ cm$^{-3}$. The suppressed regions, where $n$ or $p$ exceeds $n_i$, shrink as $n_i$ rises with temperature, and the fitted $E_g$ rises by 5 to 6 meV. Electrons also leave the neutral layer at a finite velocity $v$. Equating the diffusion current to the current carried away at the edge divides (3) by $1+D/(wv)$, which is about 1.4 for $v=6\times10^6$ cm/s, roughly the saturation velocity in germanium.

Three other effects are negligible for these parameters. The diffusion length $\sqrt{D\tau_g}$ is 12 µm, far above $w$, if $\tau_g$ also represents the lifetime in the neutral layer. At 360 K $n_i$ is $3\times10^{14}$ cm$^{-3}$, far below the doping. Equation (16) at the full gap gives an exponent of about 450, so band-to-band tunnelling is negligible at this field. Temperature control is not negligible: 0.1 K changes the current at 300 K by 0.7%, comparable with the assumed error.

The singular values thus measure separability within the assumed model. They do not detect wrong prefactors, field-enhanced emission or correlated temperature errors. A fit that ends at the edge of its energy window, or at $E_d=E_g$, also lies outside the linear error analysis.

Numbers in the example were calculated in double precision.
